# Effective atomic units for a shallow donor in a semiconductor

## Problem

Consider a donor atom in a semiconductor that has one valence electron more than the host atom it replaces. When this electron leaves the bonding region, it moves in the conduction band and is attracted by the single positive charge left behind. Let \(m\) be its effective mass in units of the free-electron mass, and \(\varepsilon\) the static permittivity of the crystal relative to vacuum.

(a) Find units of length and energy in which the equation for the donor electron becomes that of the hydrogen atom.

(b) Evaluate these units for \(m=0.067\) and \(\varepsilon=12.9\).

(c) Find the binding energy and the size of the ground state, and state how each is related to the units.

(d) Check that the solution is consistent with the assumptions of the model.

The algebra uses ordinary atomic units: \(\hbar\), the free-electron mass, the elementary charge and \(4\pi\varepsilon_0\) are all 1. The unit of length is then the bohr, 0.529177 Å, and the unit of energy the hartree, 27.2114 eV. Energies are counted from the conduction-band edge, so a bound state has \(E<0\).

### The model equation

Assume that the conduction band has a single isotropic minimum, at \(\mathbf k=0\), and that near it the band energy is \(k^2/(2m)\). Expand the donor state in the Bloch functions of this band alone, \(\psi=\sum_{\mathbf k}c(\mathbf k)\,u_{\mathbf k}(\mathbf r)\,e^{i\mathbf k\cdot\mathbf r}\), where \(u_{\mathbf k}\) has the period of the lattice. Projecting the Schrödinger equation on one Bloch function gives

\[
\frac{k^2}{2m}\,c(\mathbf k)+\sum_{\mathbf k'}V_{\mathbf k\mathbf k'}\,c(\mathbf k')=E\,c(\mathbf k),
\]

where \(V_{\mathbf k\mathbf k'}\) is the matrix element of the donor potential. If only small \(\mathbf k\) matter, \(u_{\mathbf k}\) may be replaced by \(u_0\). The product \(|u_0|^2\) is periodic. Its average, normalized to 1, multiplies the Fourier component \(\tilde V(\mathbf k-\mathbf k')\) of the potential. Its other parts bring in components shifted by a reciprocal lattice vector \(\mathbf G\). A Coulomb potential has \(\tilde V(\mathbf q)\propto 1/q^2\), so these are small when \(q\ll G\), and they are dropped.

What remains is a Schrödinger equation in momentum space. For the envelope \(F(\mathbf r)=\sum_{\mathbf k}c(\mathbf k)e^{i\mathbf k\cdot\mathbf r}\) it reads

\[
\left[-\frac{1}{2m}\nabla^2-\frac{1}{\varepsilon r}\right]F(\mathbf r)=E\,F(\mathbf r).
\tag{1}
\]

The potential is that of a unit charge screened by the static permittivity at every distance. The full wavefunction is approximately \(F(\mathbf r)\,u_0(\mathbf r)\): a slow envelope times the rapid band-edge function. Equation (1) is a model, and its premise of small \(k\) has to be checked on the solution, which is the purpose of part (d).

## First estimate by scaling

Suppose the envelope extends over a distance \(L\). Its gradient is then of order \(F/L\), so the kinetic energy is of order \(1/(mL^2)\). The potential energy is of order \(-1/(\varepsilon L)\). For small \(L\) the kinetic term is the larger and pushes the electron outwards; for large \(L\) the attraction is the larger and pulls it in. The bound state should have a size at which the two are comparable:

\[
\frac{1}{mL^2}\sim\frac{1}{\varepsilon L}
\quad\Longrightarrow\quad
L\sim\frac{\varepsilon}{m}.
\]

Either term then gives the energy scale,

\[
|E|\sim\frac{1}{\varepsilon L}\sim\frac{m}{\varepsilon^2}.
\]

For the given parameters, \(\varepsilon/m=12.9/0.067=192.54\), and \(m/\varepsilon^2=0.067/12.9^2=4.0262\times10^{-4}\). The estimate is therefore a state about 100 Å in size, bound by an energy of the order of 0.01 eV.

The argument gives the powers of \(m\) and \(\varepsilon\) but drops all pure numbers. It cannot tell whether the binding energy is \(m/\varepsilon^2\), half of it or twice it.

## Exact solution of the model

### The units

Write \(\mathbf r=L\boldsymbol\rho\), with \(\boldsymbol\rho\) dimensionless and \(L\) still free. Each derivative with respect to \(\mathbf r\) brings a factor \(1/L\), so \(\nabla^2=L^{-2}\nabla_\rho^2\), and equation (1) becomes

\[
\left[-\frac{1}{mL^2}\,\frac{\nabla_\rho^2}{2}-\frac{1}{\varepsilon L}\,\frac1\rho\right]F=E\,F .
\]

The hydrogen operator is \(-\nabla_\rho^2/2-1/\rho\). The bracket is a multiple of it if the two prefactors are equal. Multiplying \(1/(mL^2)=1/(\varepsilon L)\) by \(m\varepsilon L^2\) gives \(\varepsilon=mL\), so there is one solution:

\[
L=a^*=\frac{\varepsilon}{m}.
\tag{2}
\]

The common prefactor is the unit of energy:

\[
E^*=\frac{1}{m\,a^{*2}}=\frac{1}{m}\,\frac{m^2}{\varepsilon^2}=\frac{m}{\varepsilon^2}.
\tag{3}
\]

Dividing the equation by \(E^*\) leaves

\[
\left[-\frac{\nabla_\rho^2}{2}-\frac1\rho\right]F=\frac{E}{E^*}\,F .
\tag{4}
\]

This is the hydrogen equation with a fixed nucleus, and no parameter is left in it. Every hydrogen level, multiplied by \(E^*\), is a donor level of the model, and every hydrogen length is multiplied by \(a^*\). The quantities \(a^*\) and \(E^*\) are the effective bohr and the effective hartree. For \(m=\varepsilon=1\) they return to the ordinary ones.

The two powers of \(1/\varepsilon\) in \(E^*\) have separate origins, visible in the equivalent form \(E^*=1/(\varepsilon a^*)\). One comes from the weaker attraction at a given distance, the other from the larger distance at which the electron settles.

### Values of the units

With (2) and (3),

\[
a^*=192.54\times0.529177\ \text{Å}=101.9\ \text{Å},
\]
\[
E^*=4.0262\times10^{-4}\times27.2114\ \text{eV}=0.01096\ \text{eV}.
\]

In nanometres and millielectronvolts these are 10.19 nm and 10.96 meV, or about 10 nm and 11 meV. The second number is the effective hartree. Whether it is also the binding energy is decided by the ground state of (4).

### The ground state

The lowest level can be found without solving a differential equation of second order. Let \(\hat{\boldsymbol\rho}\) be the radial unit vector. For any normalizable \(F\) with finite kinetic energy, the integral of a square is not negative:

\[
0\le\int\left|\nabla_\rho F+\hat{\boldsymbol\rho}F\right|^2d^3\rho
=\int\left(|\nabla_\rho F|^2+|F|^2+\hat{\boldsymbol\rho}\cdot\nabla_\rho|F|^2\right)d^3\rho .
\]

Integrate the last term by parts. The surface terms vanish at infinity and on a shrinking sphere around the origin. Since \(\nabla_\rho\cdot\hat{\boldsymbol\rho}=2/\rho\), the term becomes \(-\int(2/\rho)|F|^2d^3\rho\). Dividing by 2 and rearranging,

\[
\int\left(\frac12|\nabla_\rho F|^2-\frac{1}{\rho}|F|^2\right)d^3\rho\;\ge\;-\frac12\int|F|^2d^3\rho .
\]

The left side is the expectation value of the hydrogen operator for a normalized \(F\). No state therefore lies below \(-\tfrac12\). Equality requires \(\nabla_\rho F=-\hat{\boldsymbol\rho}F\), which means that \(F\) has no angular dependence and obeys \(dF/d\rho=-F\). Hence \(F=Ce^{-\rho}\). The constant follows from

\[
1=4\pi C^2a^{*3}\int_0^\infty\rho^2e^{-2\rho}\,d\rho=4\pi C^2a^{*3}\cdot\frac14=\pi C^2a^{*3},
\]

so that

\[
F(\mathbf r)=\frac{e^{-r/a^*}}{\sqrt{\pi a^{*3}}},\qquad E_1=-\frac{E^*}{2}.
\tag{5}
\]

The binding energy is half the effective hartree, which is the effective rydberg:

\[
|E_1|=\frac{0.01096\ \text{eV}}{2}=0.00548\ \text{eV},
\]

or 5.48 meV. The 11 meV found above is thus the unit of energy, not the energy needed to free the electron.

### Size and energy balance

The probability density of the dimensionless radius is \(p(\rho)=4\rho^2e^{-2\rho}\). Its derivative is \(8\rho(1-\rho)e^{-2\rho}\), so the most probable radius is \(\rho=1\), that is, \(r=a^*\). With \(\int_0^\infty\rho^ne^{-2\rho}d\rho=n!/2^{n+1}\),

\[
\langle\rho\rangle=4\cdot\frac{3!}{2^4}=\frac32,\qquad
\left\langle\frac1\rho\right\rangle=4\cdot\frac{1!}{2^2}=1 .
\]

The mean radius is \(3a^*/2=152.8\) Å. The mean potential energy is \(-E^*\), and the mean kinetic energy is the remainder,

\[
\langle T\rangle=E_1-\langle V\rangle=-\frac{E^*}{2}+E^*=\frac{E^*}{2}.
\]

The effective hartree is therefore the magnitude of the mean potential energy in the ground state, 0.01096 eV. Half of it is offset by kinetic energy, and the other half is the binding.

### The first excited level

For angular momentum \(l\), the function \(u=\rho R(\rho)\), with \(R\) the radial part of \(F\), obeys

\[
-\frac12u''+\frac{l(l+1)}{2\rho^2}u-\frac1\rho u=\frac{E}{E^*}u .
\]

For the 2p state, try \(u=\rho^2e^{-\rho/2}\). Differentiating twice gives \(u''=(2-2\rho+\rho^2/4)e^{-\rho/2}\). The left side with \(l=1\) is then

\[
\left[\left(-1+\rho-\frac{\rho^2}{8}\right)+1-\rho\right]e^{-\rho/2}=-\frac18\,\rho^2e^{-\rho/2},
\]

so \(E=-E^*/8\). For the 2s state, \(u=(\rho-\rho^2/2)e^{-\rho/2}\) has \(u''=(-2+5\rho/4-\rho^2/8)e^{-\rho/2}\), and the left side with \(l=0\) is

\[
\left[\left(1-\frac{5\rho}{8}+\frac{\rho^2}{16}\right)-1+\frac\rho2\right]e^{-\rho/2}
=-\frac18\left(\rho-\frac{\rho^2}{2}\right)e^{-\rho/2},
\]

the same energy. These are the lowest excited levels. For fixed \(l\) the radial levels are ordered by the number of nodes of \(u\). The 2s function has one node, at \(\rho=2\), so it is the second \(s\) level, and the 2p function has none, so it is the lowest \(p\) level. For \(l\ge2\) the centrifugal term is larger at every \(\rho\), so those levels cannot lie below the 2p level. Both levels lie at \(-0.001369\) eV, and the grid diagonalization gives the same value for the second \(s\) level and the lowest \(p\) level. The excitation energy from 1s to 2p is

\[
-\frac{E^*}{8}+\frac{E^*}{2}=\frac{3E^*}{8}=0.004108\ \text{eV}.
\]

A donor thus offers three energies of similar size: the unit \(E^*\), the binding energy \(E^*/2\) and the first excitation energy \(3E^*/8\). A quoted donor energy has a definite meaning once it is said which of them is intended.

## Comparison of the two

The scaling estimate gave the length \(\varepsilon/m\) and the energy \(m/\varepsilon^2\). The exact solution has the same dependence on both parameters. The length is the most probable radius, but the energy is twice the binding energy.

The missing numbers can be traced. Take an envelope of fixed shape and adjustable size \(L\). Its mean energy has the form

\[
E(L)=\frac{\alpha}{mL^2}-\frac{\beta}{\varepsilon L},
\]

where the positive numbers \(\alpha\) and \(\beta\) depend on the shape alone. The minimum follows from

\[
\frac{dE}{dL}=-\frac{2\alpha}{mL^3}+\frac{\beta}{\varepsilon L^2}=0
\quad\Longrightarrow\quad
L=\frac{2\alpha}{\beta}\,\frac{\varepsilon}{m}=\frac{2\alpha}{\beta}\,a^*,
\]

and inserting this \(L\) gives

\[
E_{\min}=\frac{\beta^2}{4\alpha}\frac{m}{\varepsilon^2}-\frac{\beta^2}{2\alpha}\frac{m}{\varepsilon^2}
=-\frac{\beta^2}{4\alpha}\,E^* .
\]

Whatever the shape, the energy is proportional to \(m/\varepsilon^2\); the shape enters through \(\beta^2/(4\alpha)\). For the exponential \(e^{-r/L}\), the mean values above give \(\alpha=\tfrac12\) and \(\beta=1\), hence \(L=a^*\) and \(E_{\min}=-E^*/2\), the exact result.

A Gaussian, \(F\propto e^{-s^2/2}\) with \(s=r/L\), shows what a wrong shape costs. Here \(|\nabla F|^2=s^2F^2/L^2\) and \(\langle s^2\rangle=\tfrac32\), so \(\alpha=\tfrac12\cdot\tfrac32=\tfrac34\). Further,

\[
\beta=\left\langle\frac1s\right\rangle=\frac{\int_0^\infty s\,e^{-s^2}ds}{\int_0^\infty s^2e^{-s^2}ds}=\frac{1/2}{\sqrt\pi/4}=\frac{2}{\sqrt\pi}.
\]

The energy is \(-\frac{4/\pi}{3}E^*=-\frac{4}{3\pi}E^*\approx-0.424\,E^*\). Its magnitude is 15 percent smaller than the exact binding energy \(E^*/2\). It had to be smaller: by the inequality for the ground state, only the shape \(e^{-\rho}\) reaches \(-E^*/2\).

The numerical output provides a check that does not use the scaled units. Equation (1) was diagonalized on a radial grid directly in eV and Å. The ground state came out at \(-0.005478\) eV with a mean radius of 152.8 Å, in agreement with (5). Doubling the mass multiplied the binding energy by 2.0000 and the mean radius by 0.5000. Halving the permittivity multiplied them by 3.9999 and 0.5000. These are the factors 2, 4 and \(\tfrac12\) required by \(m/\varepsilon^2\) and \(\varepsilon/m\), within the error of the grid.

## Is the model consistent?

### Small wavenumbers

Equation (1) assumed that only small \(k\) matter. The kinetic energy gives the mean square wavenumber of the envelope:

\[
\langle k^2\rangle=2m\langle T\rangle=2m\cdot\frac{m}{2\varepsilon^2}=\frac{m^2}{\varepsilon^2}=\frac{1}{a^{*2}} .
\]

The root-mean-square wavenumber is thus \(1/a^*\), or 0.00981 Å⁻¹. For a chosen lattice constant of 6 Å, the scale of the reciprocal lattice is \(2\pi/(6\ \text{Å})=1.047\) Å⁻¹. The ratio is 0.0094. The envelope therefore uses a small region around the band minimum, as was assumed. Whether the band is parabolic enough over that region, and whether \(u_{\mathbf k}\approx u_0\) holds there, is not settled by this ratio. Both depend on the kinetic energy relative to the band gap \(E_g\): in a two-band picture the admixture to \(u_0\) has an amplitude of about \(\sqrt{\langle T\rangle/E_g}\), which is 0.06 for \(E_g=1.5\) eV. For a band with \(E(1+\gamma E)=k^2/(2m)\), the first-order shift is \(-\gamma\langle T^2\rangle=-\tfrac54\gamma E^{*2}\), since \(\langle k^4\rangle=5/a^{*4}\). With \(\gamma=0.64\) eV⁻¹, of the order of \(1/E_g\), this is 1.75 percent of the binding energy, and the full solution gives 1.6 percent.

### The region next to the donor

Within a few ångström of the donor, the potential is not \(-1/(\varepsilon r)\): screening by the crystal is incomplete there, and the donor core differs from the host atom. The effect on the energy depends on how strongly the potential is changed there and on how often the electron is found there. The probability inside a radius \(R\), with \(x=R/a^*\), is

\[
P=\int_0^x4\rho^2e^{-2\rho}d\rho=1-e^{-2x}\left(1+2x+2x^2\right),
\tag{6}
\]

as differentiation with respect to \(x\) confirms. For small \(x\) the exponential in the integrand is close to 1, and \(P\approx4x^3/3\). With \(R=3\) Å, equation (6) gives \(P=3.26\times10^{-5}\).

To see what this means for the energy, add to the model an attractive well of depth \(U=1\) eV inside \(R\). These are round values that serve as a measure of sensitivity, not a description of a particular donor, and the depth is on the mild side. The unscreened Coulomb attraction exceeds the screened one by 4.4 eV at 3 Å. Removing the screening inside 3 Å lowers the level of the model by about 2 percent of the binding energy if the potential is joined continuously at \(R\), and by about 9 percent if it jumps there. To first order in \(U\), the level moves by the mean value of the added potential,

\[
\Delta E\approx-UP=-3.26\times10^{-5}\ \text{eV}.
\]

Diagonalization with the well present gives \(-3.52\times10^{-5}\) eV, larger in magnitude by 8 percent of the first-order value. The sign of the difference follows from the variational principle. The first-order energy is the mean energy of the unchanged envelope, and the true ground state cannot lie above it. The envelope gains further energy by adapting to the well.

The shift is 0.64 percent of the binding energy. A well about 180 times deeper than the binding energy thus has little effect: the electron is rarely inside it. The well raises the probability inside \(R\) by 17 percent but shrinks the mean radius by only 0.6 percent. A much deeper well of the same radius would do so, and the small probability \(P\) of the unchanged envelope would then no longer guarantee a small shift.

### Where the mapping fails

The same estimate shows how the model breaks down. For \(R\ll a^*\), the first-order shift relative to the binding energy is

\[
\frac{UP}{E^*/2}\approx U\cdot\frac{4R^3m^3}{3\varepsilon^3}\cdot\frac{2\varepsilon^2}{m}=\frac{8}{3}\,\frac{m^2}{\varepsilon}\,UR^3 .
\]

It grows with the square of the mass and falls with the permittivity. A heavy electron in a weakly screening crystal is drawn close to the donor, where its energy depends on the chemical identity of the donor. First-order theory itself requires \(2mUR^2\ll1\), so that the well hardly bends the envelope; at \(U=6\) eV, where \(2mUR^2\approx1\), the shift is already 1.8 times the first-order value. Near \(2mUR^2=\pi^2/4\), about 15.6 eV here, the well can bind an electron by itself: the 1s level then drops continuously into a deep state localized at the donor, no longer hydrogen-like, while the 2s level sinks towards \(-E^*/2\).

When \(a^*\) shrinks towards the lattice constant, the envelope is no longer slow, and the static permittivity no longer describes the screening at the distances that matter. Equation (1) then loses its basis. An anisotropic mass also requires a different equation, since no single length \(L\) then turns the kinetic energy into that of hydrogen. With several equivalent band minima the expansion around one minimum is incomplete: the state needs an envelope for each minimum, and the short-range part of the donor potential, whose Fourier components reach from one minimum to another, couples them.

For the parameters of this problem, the small wavenumber ratio and the small probability near the donor support the hydrogen picture, to within a few percent, provided that the short-range part of the donor potential is weak in the sense above, that the band is nearly parabolic over the binding energy, and that the donor is isolated (density well below about \(2\times10^{16}\) cm⁻³, where neighbouring envelopes overlap; the binding energy corresponds to about 64 K): a most probable radius of about 10 nm, an energy unit of about 11 meV, and a binding energy of about 5.5 meV.

## Values computed for the example and the checks

```
effective mass m = 0.067 electron masses
relative permittivity eps = 12.9 (dimensionless)
hartree = 27.2114 eV
bohr = 0.529177 angstrom
length factor eps/m = 192.54 (dimensionless)
energy factor m/eps^2 = 4.0262e-04 (dimensionless)
effective bohr a* = 101.9 angstrom
effective bohr a*, converted = 10.19 nm
effective hartree E* = 0.01096 eV
effective hartree E*, converted = 10.96 meV
binding energy E*/2, formula = 0.005478 eV
binding energy, converted = 5.48 meV
binding energy, grid = 0.005478 eV
2s level, formula = -0.001369 eV
2s level, grid = -0.001369 eV
2p level, grid = -0.001369 eV
1s-2p excitation 3E*/8, formula = 0.004108 eV
1s-2p excitation, grid = 0.004108 eV
mean potential energy, grid = -0.01096 eV
mean kinetic energy, grid = 0.00548 eV
most probable radius, grid (step 0.5 angstrom) = 102.0 angstrom
mean radius 3a*/2, formula = 152.8 angstrom
mean radius, grid = 152.8 angstrom
mass doubled: binding ratio = 2.0000, radius ratio = 0.5000
permittivity halved: binding ratio = 3.9999, radius ratio = 0.5000
rms wavenumber, grid = 0.00981 1/angstrom
chosen lattice constant = 6.0 angstrom
2 pi/lattice constant = 1.047 1/angstrom
rms wavenumber/(2 pi/lattice constant) = 0.0094 (dimensionless)
chosen core radius R = 3.0 angstrom
chosen extra well depth U = 1.0 eV
probability inside R, formula = 3.257e-05 (dimensionless)
probability inside R, grid = 3.259e-05 (dimensionless)
level shift by well, first order = -3.257e-05 eV
level shift by well, grid = -3.524e-05 eV
grid shift/binding energy = 0.64 percent
```
